# Overlay from the diffraction asymmetries of two oppositely biased grating pads

**Question**

Two layers of a device each carry a grating of pitch \(P\), printed one above the other. The overlay \(O\) is the unintended sideways displacement of the upper layer relative to the lower one, measured along \(x\), perpendicular to the grating lines. The target has two pads. In one, the upper grating is deliberately displaced by a further \(+d\), in the other by \(-d\), so the total displacements are

\[
s_+=O+d,\qquad s_-=O-d .
\]

Light falls on the target at normal incidence. On each pad the intensities \(I_{+1}\) and \(I_{-1}\) of the two first diffraction orders are measured in units of the incident intensity, and their difference \(A=I_{+1}-I_{-1}\) is the asymmetry, a dimensionless number. The data are

\[
d=20\ \text{nm},\qquad A_+=0.03,\qquad A_-=-0.01 .
\]

Both gratings have mirror-symmetric lines, and the pads differ in nothing but their bias, unless a part says otherwise.

**(a)** Show why the asymmetry is proportional to the total displacement when the displacement is small. Treat the gratings as weak, so that two light paths dominate each first order.

**Answer.** Let the light enter from below and be observed in transmission, and let \(q=2\pi/P\). A periodic transmission function has the Fourier series \(f(x)=\sum_m f_m e^{imqx}\). Displacing the grating by \(s\) gives

\[
f(x-s)=\sum_m f_m e^{-imqs}e^{imqx},
\]

so the amplitude sent into order \(m\) acquires the factor \(e^{-imqs}\).

Light can reach a first order by being diffracted at the lower grating and passing straight through the upper one, with amplitude \(u\). It can also pass straight through the lower grating and be diffracted at the upper, displaced one, with amplitude \(v\) times the displacement factor. Because the lines are mirror-symmetric and the incidence is normal, \(u\) and \(v\) are the same for both signs of the order. Hence

\[
E_{\pm1}=u+v\,e^{\mp iqs}.
\]

Paths with more than one diffraction, such as order \(-1\) at the lower grating followed by \(+2\) at the upper, are of higher order in the grating strength and are dropped here.

Write \(u^*v=|u||v|e^{i\delta}\), so that \(\delta\) is the phase of the second path relative to the first at \(s=0\). Squaring the amplitudes gives

\[
I_{\pm1}=|u|^2+|v|^2+2\,\mathrm{Re}\!\left(u^*v\,e^{\mp iqs}\right)
=|u|^2+|v|^2+2|u||v|\cos(\delta\mp qs).
\]

The first two terms cancel in the difference. With \(\cos(\delta-qs)-\cos(\delta+qs)=2\sin\delta\,\sin qs\),

\[
A=4|u||v|\sin\delta\,\sin qs .
\]

For \(|qs|\ll1\), \(\sin qs\approx qs\), and therefore

\[
A=Ks,\qquad K=4q|u||v|\sin\delta .
\]

The displacement alone is not enough to produce a signal: if \(\sin\delta=0\), the two orders stay equally bright for every \(s\) in this approximation. The wavelength must therefore suit the separation of the gratings. The sign of \(K\) is the sign of \(\sin\delta\), so a positive asymmetry does not by itself mean a positive displacement.

One property does not depend on the two-path approximation. A mirror reflection \(x\to-x\) exchanges the two orders and turns \(s\) into \(-s\), while leaving symmetric gratings and normally incident light unchanged. Hence \(A(-s)=-A(s)\). A smooth asymmetry then has no constant and no quadratic term, and the first correction to the linear law is cubic in \(s\).

**(b)** Assume the linear law with the same unknown \(K\) on both pads. Derive \(O\) and \(K\) from the two asymmetries. Why would one pad not be enough?

**Answer.** The two measurements give

\[
A_+=K(O+d),\qquad A_-=K(O-d).
\]

Adding them removes \(d\), and subtracting them removes \(O\):

\[
A_++A_-=2KO,\qquad A_+-A_-=2Kd .
\]

The second equation gives the sensitivity,

\[
K=\frac{A_+-A_-}{2d}.
\]

If \(K\neq0\) and \(d\neq0\), the difference is not zero and we may divide the first equation by the second. The factor \(2K\) cancels, leaving

\[
\frac{A_++A_-}{A_+-A_-}=\frac{O}{d}
\quad\Longrightarrow\quad
O=d\,\frac{A_++A_-}{A_+-A_-}.
\]

A single pad supplies one equation for the two unknowns \(K\) and \(O\). The second pad calibrates the sensitivity on the target itself, so neither the grating strengths nor the phase \(\delta\) need be known. Reversing the sign of \(K\) reverses both asymmetries and leaves \(O\) unchanged. Exchanging the labels of the two pads, however, reverses the sign of the calculated \(O\), so the bias belonging to each reading must be known.

Two special cases show how the formula works. If \(O=0\), the asymmetries are equal and opposite and their sum vanishes. If \(O=d\), the pad with bias \(-d\) has no total displacement, so \(A_-=0\) and the ratio is 1.

**(c)** Calculate the overlay and the sensitivity from the data, and confirm that they reproduce both readings.

**Answer.** The sum and difference are

\[
A_++A_-=0.03+(-0.01)=0.02,\qquad
A_+-A_-=0.03-(-0.01)=0.04 .
\]

Therefore

\[
O=20\ \text{nm}\times\frac{0.02}{0.04}=10\ \text{nm},
\qquad
K=\frac{0.04}{2\times20\ \text{nm}}=0.001\ \text{nm}^{-1}.
\]

The positive sign means that the upper layer is displaced in the direction of the positive bias. The total displacements are \(10+20=30\) nm and \(10-20=-10\) nm. Multiplied by \(K\), they give \(0.03\) and \(-0.01\), as measured.

The result can also be read from a graph of \(A\) against the programmed bias \(b\). The law \(A=K(O+b)\) is a straight line through \((20\ \text{nm},\,0.03)\) and \((-20\ \text{nm},\,-0.01)\). It crosses zero at \(b=-O=-10\) nm, the bias that would just cancel the overlay.

**(d)** Suppose now that \(A=C\sin qs\), with the same constant \(C\) on both pads. Find what the linear formula returns, and derive a formula that allows for the sine. Take \(P=600\) nm and estimate the effect on the present result.

**Answer.** With \(a=qO\) and \(\beta=qd\), the asymmetries are \(A_\pm=C\sin(a\pm\beta)\). The addition theorem gives

\[
A_++A_-=2C\sin a\cos\beta,\qquad
A_+-A_-=2C\cos a\sin\beta ,
\]

so that

\[
\frac{A_++A_-}{A_+-A_-}=\frac{\tan(qO)}{\tan(qd)} .
\]

The linear formula multiplies this ratio by \(d\) and returns

\[
O_{\text{lin}}=d\,\frac{\tan(qO)}{\tan(qd)} .
\]

Solving the same ratio for the true overlay gives

\[
O=\frac1q\arctan\!\left[\tan(qd)\,\frac{A_++A_-}{A_+-A_-}\right],
\]

for \(0<d<P/4\) and \(|O|<P/4\). The restriction on \(O\) selects one branch of the arctangent, since the tangent repeats when \(O\) changes by \(P/2\).

To see the size of the error, use \(\tan z\approx z(1+z^2/3)\) in numerator and denominator. To leading order,

\[
O_{\text{lin}}\approx O\left[1+\frac{q^2(O^2-d^2)}{3}\right].
\]

The linear formula thus underestimates the magnitude of an overlay smaller than the bias and overestimates that of a larger one. At \(|O|=d\) the error vanishes, because one of the pads then has zero displacement and zero asymmetry.

For the data given, \(qd=2\pi\times20/600=0.2094\) and \(\tan(qd)=0.2126\). The ratio of sum to difference is 0.5, so

\[
O=\frac{600\ \text{nm}}{2\pi}\arctan(0.1063)=10.11\ \text{nm}.
\]

Read with the sine law, the same two numbers mean an overlay about 0.11 nm larger than the linear result. The value of 10 nm in part (c) therefore rests on the linear law; at this pitch the choice of law matters at the level of one per cent.

A numerical grating model shows the same effect from the other side. Take two thin transmission gratings that impose a sinusoidal phase of amplitude 0.32 rad, separated by 280 nm of empty space and lit at a wavelength of 500 nm. The scalar field is sampled over one period, multiplied by the first transmission function, and split by a Fourier transform into diffraction orders. Each order is carried across the gap with its own phase, or its own decay if it is evanescent, and the field is then multiplied by the displaced second grating. A last Fourier transform gives the first-order intensities, including the paths neglected in part (a).

In this model the two gratings contribute equal diffraction phases, so \(\delta\) comes from the gap alone. It equals the gap times the difference between the normal wave numbers of the zero and first orders, which is 1.574 rad. This is close to \(\pi/2\), where \(\sin\delta\) is largest.

With an overlay of 10 nm put into the model and biases of \(\pm20\) nm, the asymmetries are \(0.02967\) and \(-0.01004\). The linear formula returns 9.89 nm from them, and the sine formula returns 10.00 nm. The shortfall of 0.11 nm is the one predicted by the tangent ratio. So close an agreement is special to this model. For sinusoidal phase gratings the path through orders \(-1\) and \(+2\) has a real amplitude ratio to the first path, so their interference adds no \(\sin2qs\) term, and the second order is evanescent in the gap. The model omits polarization, multiple reflections and the thickness of the gratings, so it illustrates the mechanism and does not predict the signal of a particular device. It also treats transmitted light only. Targets on an opaque wafer are read in reflection, where the light passes the upper grating twice and the asymmetry can depart further from a pure sine. If \(A=C(\sin qs+r\sin2qs)\), expanding to third order in \(s\) shows that the leading error of the linear formula is multiplied by \((1+8r)/(1+2r)\). In the scalar model, thin lines with a phase step of 0.5 rad filling 40 per cent of the period give \(r\approx0.05\); the linear formula then returns 9.86 nm and the sine formula 9.97 nm. For \(-1/2<r<-1/8\) the error changes sign, and the sine formula moves the result away from the true overlay. The sine correction is therefore an improvement only on targets whose response is known to be close to a pure sine.

**(e)** Return to the linear law. An equal unwanted asymmetry \(A_0\) is added to both readings. Find the resulting error for \(A_0=0.001\). Would a third pad with another bias reveal it? What happens if, instead, the two pads have slightly different sensitivities?

**Answer.** The readings become \(A_\pm=K(O\pm d)+A_0\). Their difference is still \(2Kd\), but their sum is \(2KO+2A_0\). The calculated overlay is therefore

\[
O_{\text{calc}}=d\,\frac{2KO+2A_0}{2Kd}=O+\frac{A_0}{K}.
\]

With the sensitivity found above, the shift is

\[
\frac{A_0}{K}=\frac{0.001}{0.001\ \text{nm}^{-1}}=1\ \text{nm}.
\]

If such an offset were present in the data, the true overlay would be 9 nm. An offset one thirtieth as large as the larger reading would then account for one tenth of the calculated overlay.

A third bias does not help within the linear law. For any bias \(b\),

\[
A=Kb+(KO+A_0).
\]

Measurements at many biases determine the slope \(K\) and the intercept \(KO+A_0\), but they cannot divide the intercept into its two parts. Additional pads can expose scatter about the line, but as long as the response is linear a constant offset remains hidden. Measurable curvature changes this. If \(A=C\sin q(O+b)+A_0\) with a known pitch, the readings at \(b=\pm d\) and \(b=0\) give

\[
\frac{A_++A_-}{2}-A(0)=-C\sin qO\,(1-\cos qd),\qquad
\frac{A_+-A_-}{2}=C\cos qO\,\sin qd .
\]

Neither combination contains \(A_0\), so their ratio determines \(O\). For biases much smaller than the pitch the first combination is very small, and the separation is then fragile. With \(C=0.096\), \(P=600\) nm, \(d=20\) nm and a noise of \(10^{-4}\) on each reading, the scatter in \(O\) is about 5.5 nm, larger than the 1 nm shift to be removed. The method also needs the exact shape of the response: a second harmonic \(r\) as in part (d) multiplies the result by about \((1+8r)/(1+2r)\), which turns 10 nm into 12.6 nm for \(r\approx0.05\). It needs an offset that is truly constant as well. An offset from unequal detection or lopsided lines generally contains a part proportional to \(\cos\delta\cos qs\), which three pads cannot distinguish from overlay.

The origin of the offset decides what can be done. Suppose that it comes from unequal detection of the two orders and stays the same when the target is turned by \(180^\circ\) about its normal. In the frame of the instrument, the turn reverses the total displacement. The readings before and after are

\[
A=K(O+b)+A_0,\qquad A'=-K(O+b)+A_0,
\]

and \((A-A')/2=K(O+b)\) is free of the offset. If the offset comes from lopsided grating lines, it turns with the target and changes sign along with the overlay signal. This subtraction then leaves it in place.

Unequal sensitivities act differently. Let them be \(K(1+\varepsilon)\) on the pad with bias \(+d\) and \(K(1-\varepsilon)\) on the other, with \(|\varepsilon|\ll1\) and no offset. Multiplying out,

\[
A_++A_-=2K(O+\varepsilon d),\qquad
A_+-A_-=2K(d+\varepsilon O),
\]

and hence, to first order in \(\varepsilon\),

\[
O_{\text{calc}}=\frac{O+\varepsilon d}{1+\varepsilon O/d}
\approx O+\varepsilon\,\frac{d^2-O^2}{d}.
\]

Even a target with no overlay would then appear to have one of \(\varepsilon d\). The cancellation of \(K\) in part (b) requires the pads to be alike in everything that affects the sensitivity, including the thickness of the layers between the gratings.

**(f)** The two asymmetries have independent random errors, each with standard deviation \(\sigma_A=10^{-4}\). Find the standard deviation of the overlay, and discuss the choice of bias.

**Answer.** Let \(S=A_++A_-\) and \(D=A_+-A_-\), so that \(O=dS/D\). The quotient rule gives

\[
\frac{\partial O}{\partial A_+}=d\,\frac{D-S}{D^2}=-\frac{2dA_-}{D^2},
\qquad
\frac{\partial O}{\partial A_-}=d\,\frac{D+S}{D^2}=\frac{2dA_+}{D^2}.
\]

Here \(D-S=-2A_-\) and \(D+S=2A_+\) were used. For independent errors small compared with \(|D|\), the squares of the two contributions add:

\[
\sigma_O=\frac{2d\,\sigma_A}{D^2}\sqrt{A_+^2+A_-^2}.
\]

With \(D^2=0.0016\), the derivatives are 250 nm and 750 nm per unit of asymmetry. The contributions are 0.025 nm from the pad with positive bias and 0.075 nm from the other, and together

\[
\sigma_O=\sqrt{0.025^2+0.075^2}\ \text{nm}=0.079\ \text{nm}.
\]

The pad with negative bias matters more because the line in part (c) crosses zero at \(-10\) nm, nearer to its bias of \(-20\) nm than to \(+20\) nm. An error in the nearer point moves the crossing further.

The role of the bias becomes visible when the asymmetries are expressed through \(K\). Since \(A_+^2+A_-^2=2K^2(O^2+d^2)\) and \(D^2=4K^2d^2\),

\[
\sigma_O=\frac{\sigma_A}{\sqrt2\,|K|}\sqrt{1+\frac{O^2}{d^2}} .
\]

A bias much smaller than the overlay makes the result noisy, because the two readings are then almost equal and their difference fixes \(K\) poorly. Once \(d\) is well above \(|O|\), the noise approaches \(\sigma_A/(\sqrt2|K|)\) and a larger bias brings little further gain. The curvature error of part (d) meanwhile grows roughly as \(d^2\) if the linear formula is retained. A useful bias is therefore at least comparable with the largest overlay expected, but small compared with the pitch. When the overlay is small, the bias may be many times larger than it.

For the present data the random error of 0.08 nm is smaller than both the 0.11 nm difference between the two laws at a 600 nm pitch and the 1 nm shift from the assumed offset. Repeating the measurement would reduce the random error and leave the other two unchanged.
